\section*{When does a double tunnel junction show a Coulomb staircase?}

\section*{Question}

I am stuck on this exercise: ``Compute the current--voltage curve of two tunnel junctions in series with a master equation, and show that steps of period $e/C$ appear only for strongly unequal junction resistances.''

I took two identical junctions at low temperature. There is a gap around zero bias, and beyond it a nearly straight line with no staircase. Yet each new charge state of the island does become available at a sharp threshold voltage. Why don't those thresholds give steps? Why should the resistances matter, when they do not enter the charging energy? And is $C$ the total capacitance of the island or that of one junction?

\section*{Answer}

Your curve is right. A threshold makes a new charge state possible, but the current jumps only if the island then occupies that state almost at once. The resistances decide this.

\subsection*{Energies}

Junction 1 $(R_1,C_1)$ connects the island to an electrode at potential $V>0$. Junction 2 $(R_2,C_2)$ connects it to a grounded electrode. The island holds $n$ excess electrons and has no offset charge. Define
\[
C_\Sigma=C_1+C_2,\quad x=\frac{C_1V}{e},\quad y=\frac{C_2V}{e},\quad r=\frac{R_1}{R_2},\quad c=\frac{C_2}{C_1}.
\]
The island charge is $C_1(\phi-V)+C_2\phi=-ne$, so
\[
\phi=\frac{C_1V-ne}{C_\Sigma},\qquad V-\phi=\frac{C_2V+ne}{C_\Sigma}.
\]
In the field energy the terms linear in $n$ cancel:
\[
U=\frac{C_1(C_2V+ne)^2+C_2(C_1V-ne)^2}{2C_\Sigma^2}
=\frac{C_1C_2V^2}{2C_\Sigma}+\frac{n^2e^2}{2C_\Sigma}.
\]
The bias dependence of the thresholds comes from the work of the source. The charge on the plate of electrode 1 is $q_1=C_1(V-\phi)=C_1(C_2V+ne)/C_\Sigma$.

\emph{Entry through 2}, $n\to n+1$: $U$ rises by $(n+\frac12)e^2/C_\Sigma$. The source supplies $\Delta q_1=C_1e/C_\Sigma$ and does work $VC_1e/C_\Sigma=x\,e^2/C_\Sigma$.

\emph{Exit through 1}, $n\to n-1$: $U$ changes by $(\frac12-n)e^2/C_\Sigma$. Now $\Delta q_1=-C_1e/C_\Sigma$, but the arriving electron brings $-e$, so the source supplies $\Delta q_1+e=C_2e/C_\Sigma$ and does work $y\,e^2/C_\Sigma$.

The energy released is work minus $\Delta U$. In units of $e^2/C_\Sigma$,
\begin{equation}
w_2^{\rm in}(n)=x-n-\tfrac12,\qquad w_1^{\rm out}(n)=y+n-\tfrac12 .
\end{equation}
The reverse processes have the opposite sign, taken from their own starting state:
\[
w_2^{\rm out}(n)=-w_2^{\rm in}(n-1)=n-x-\tfrac12,\qquad
w_1^{\rm in}(n)=-w_1^{\rm out}(n+1)=-y-n-\tfrac12 .
\]

\subsection*{Rates}

Assume $R_1,R_2\gg h/e^2$, so that electrons tunnel one at a time, and a metallic island with a continuous spectrum that relaxes between events. For constant densities of states, the golden rule gives a rate proportional to $\int f(E)[1-f(E+W)]\,dE$, where $W$ is the energy released. Since $f/(1-f)=e^{-E/kT}$,
\[
f(E+W)[1-f(E)]=e^{-W/kT}f(E)[1-f(E+W)].
\]
Subtracting this from $f(E)[1-f(E+W)]$ leaves $f(E)-f(E+W)$ on one side, and the integral of that difference is $W$. Hence
\begin{equation}
\Gamma(W)=\frac{1}{e^2R}\,\frac{W}{1-e^{-W/kT}} .
\end{equation}
The prefactor follows from Ohm's law for a single junction: at voltage $u$, with $W=eu$, the net current $e[\Gamma(W)-\Gamma(-W)]=W/(eR)$ must equal $u/R$. At $T=0$, $\Gamma=\max(W,0)/(e^2R)=\max(w,0)/(RC_\Sigma)$. I use $T=0$ until the last section.

\subsection*{Solving the master equation}

Entry through 2 needs $n<x-\frac12$, and exit through 1 needs $n>\frac12-y$. Away from thresholds, the island therefore moves among the states
\[
-M\le n\le N,\qquad N=\lfloor x+\tfrac12\rfloor,\quad M=\lfloor y+\tfrac12\rfloor .
\]
The reverse processes would need $n>x+\frac12$ or $n<-y-\frac12$, so they do not occur in this range. The states form a chain with closed ends. In the steady state no net probability flows between neighbours:
\[
p(n)\frac{x-n-\frac12}{R_2C_\Sigma}=p(n+1)\frac{y+n+\frac12}{R_1C_\Sigma},
\]
\begin{equation}
\frac{p(n+1)}{p(n)}=r\,\frac{x-n-\frac12}{y+n+\frac12}.
\end{equation}
Together with $\sum_n p(n)=1$, this is the full solution.

\subsection*{Where steps can come from}

Electrons flow from electrode 2 to electrode 1, so the conventional current $I$ from 1 to 2 is positive. At junction 2,
\[
\frac{R_2C_\Sigma}{e}I=\sum_n p(n)\max(x-n-\tfrac12,0).
\]
The argument is positive for every state except $n=N$, where the rate is zero. Dropping the ``max'' would wrongly include $(x-N-\frac12)p(N)$, so I add back its negative. Junction 1 is treated in the same way at $n=-M$:
\begin{align}
\frac{R_2C_\Sigma}{e}I&=x-\langle n\rangle-\tfrac12+(N+\tfrac12-x)\,p(N),\\
\frac{R_1C_\Sigma}{e}I&=y+\langle n\rangle-\tfrac12+(M+\tfrac12-y)\,p(-M).
\end{align}
Adding them removes $\langle n\rangle$. With $x+y=C_\Sigma V/e$,
\begin{equation}
(R_1+R_2)I=V-\frac{e}{C_\Sigma}+\frac{e}{C_\Sigma}B,\qquad
B=(N+\tfrac12-x)p(N)+(M+\tfrac12-y)p(-M).
\end{equation}
The first two terms are a straight line, so all structure is in $B$. Its first factor is a sawtooth that falls to 0 and jumps back to 1 at each threshold $x=N-\frac12$. At finite $r$ the new state has $p(N)=0$ there, by (3), so the current is continuous and only its slope jumps. A visible step needs $p(N)$ to grow quickly.

\subsection*{Strongly unequal resistances}

Hold $R_1$ fixed and let $r\to\infty$. Every ratio (3) diverges, so $p(N)\to1$: junction 2 refills the island faster than junction 1 empties it. Equation (5) then gives
\begin{equation}
I=\frac{e}{R_1C_\Sigma}\max\!\left(y+N-\tfrac12,\,0\right),
\end{equation}
where the zero covers the blockade, $N=M=0$. Each extra electron raises the voltage across junction 1 by $e/C_\Sigma$, and hence the current by $e/(R_1C_\Sigma)$. The exception is the gap edge for $c<1$: there the current starts from zero, and the jump is $y+\frac12=(1+c)/2$ of this unit. After the gap edge, these jumps are one unit apart in $x$, which means
\[
\Delta V=e/C_1 .
\]
So $C$ is the capacitance of the \emph{more resistive} junction, not the total. For $r\to0$ the roles are exchanged, $p(-M)\to1$, and the period is $e/C_2$. This assumes that the island couples to the two electrodes only. A gate or stray capacitance $C_g$ to ground acts in parallel with $C_2$: the period $e/C_1$ is unchanged, but $e/C_2$ becomes $e/(C_2+C_g)$.

The treads are not flat. Over one period $y$ grows by $c$ while $N$ grows by 1, so the jump supplies a fraction $1/(1+c)=C_1/C_\Sigma$ of the rise. Flat treads also need $C_2\ll C_1$.

\subsection*{How unequal is enough?}

Put $x=N-\frac12+d$ and $y=cx$, and ask when the new state is as likely as the one below it. From (3),
\[
rd=c(N-\tfrac12+d)+N-\tfrac12
\quad\Longrightarrow\quad
d=\frac{(1+c)(N-\frac12)}{r-c}\qquad(r>c).
\]
For large $r$, this is the distance, in units of the period, over which the current climbs about half of the step. The rest comes more slowly. While $d\ll1$ the ratio (3) grows nearly in proportion to the distance from the threshold, so at distance $sd$ one has $p(N)\approx s/(1+s)$, and 90\% of the step takes about $9d$. Requiring $d\ll1$ gives
\begin{equation}
\frac{R_1}{R_2}\gg\left(N-\tfrac12\right)\frac{C_\Sigma}{C_1}.
\end{equation}
A fixed ratio thus gives a limited number of sharp steps, and the staircase fades at high bias.

Now take $r=1$ and call the larger capacitance $C_1$, so $c\le1$. For $N\ge2$, either $d\ge N-\frac12\ge\frac32$, or, at $c=1$, there is no solution. The riser does not complete within its own period. The other family of thresholds does no better: by (3), $p(-M)/p(-M+1)=(y-M+\frac12)/(x+M-\frac12)<1$.

For your identical junctions, $x=y$. Between the first two thresholds, $\frac12<x<\frac32$, the states are $-1,0,1$, and (3) gives
\[
p(\pm1)=p(0)\frac{x-\frac12}{x+\frac12},\qquad
p(0)=\left[1+\frac{2x-1}{x+\frac12}\right]^{-1}=\frac{x+\frac12}{3x-\frac12}.
\]
At junction 2, with $R_1=R_2=R$,
\[
\frac{RC_\Sigma}{e}I=p(-1)(x+\tfrac12)+p(0)(x-\tfrac12)=2p(0)(x-\tfrac12)=\frac{2(x^2-\frac14)}{3x-\frac12}.
\]
This is a smooth curve. At $x=1$ it gives 0.6, against 0.5 on the straight line.

\subsection*{Numbers}

Take $C_1=C_2=C=1$ aF. Device A has $R_1=1000$ M$\Omega$ and $R_2=1$ M$\Omega$. Device B has 500.5 M$\Omega$ in each junction, so the total is the same. The period is $e/C=160.2$ mV, $e/C_\Sigma=80.11$ mV, and the second threshold lies at 240.3 mV.

At 250 mV, $x=y=1.5604$ and $N=M=2$. For A,
\[
\frac{p(2)}{p(1)}=1000\times\frac{0.0604}{3.0604}\approx19.7,
\]
so the new state already has $p(2)=0.952$. For B the same ratio is 0.0197 and $p(2)=p(-2)=0.00495$. The sawtooth factor is $2.5-1.5604=0.9396$, so
\begin{align*}
B_{\rm A}&=0.9396\times0.95167=0.894, & I_{\rm A}&=\frac{250-80.11+80.11\times0.894}{1001}\ \mathrm{nA}\approx241\ \mathrm{pA},\\
B_{\rm B}&=0.9396\times2\times0.00495=0.0093, & I_{\rm B}&=\frac{250-80.11+80.11\times0.0093}{1001}\ \mathrm{nA}\approx170\ \mathrm{pA}.
\end{align*}
The term with $p(-2)$ is negligible in A. Currents on both sides of the threshold:
\begin{center}
\begin{tabular}{rrr}
$V$ (mV) & A (pA) & B (pA)\\
160 & 119.8 & 95.8\\
230 & 154.9 & 152.3\\
250 & 241.3 & 170.5\\
320 & 279.6 & 242.5
\end{tabular}
\end{center}
From 230 to 250 mV, A gains 86 pA and B gains 18 pA.

To measure visibility, take the period from $e/C_1$ to $2e/C_1$ and find the largest share of its current gain that falls within one tenth of it. A straight line gives 0.1. The ideal staircase gives $(1+0.1c)/(1+c)$, which is 0.55 for equal capacitances. The master equation gives 0.117, 0.207, 0.446 and 0.537 for $R_1/R_2=1,10,100,1000$. At ratio 30 the share falls from 0.32 at the second threshold to 0.20 at the fifth and 0.14 at the tenth, in line with (8). The tenth threshold lies at 1.52 V, nearly all of it across junction 1. The resistance of a real tunnel barrier is no longer constant at such a voltage, so the last value describes the model only.

Equal resistances do leave a ripple. In B, $dI/dV$ varies between 0.75 and 1.08 nS over this period. With $R_1=R_2$ and $C_2/C_1=0.01$ the share reaches 0.17, where the ideal staircase would give 0.99: a marked undulation, in which $dI/dV$ varies by a factor of about 5 over the period, but not a step. It fades quickly: the share is 0.12 at the third threshold and 0.10 at the fifth.

\subsection*{Temperature}

By (2), a rate switches on over an energy of order $kT$, so sharp steps also need $kT\ll e^2/C_\Sigma$. For device A, $kT$ is 0.0043 of $e^2/C_\Sigma$ at 4 K, and the share is 0.53. An island this small strains the assumptions behind (2). A gold sphere with $C_\Sigma=2$ aF, 1 nm from an electrode across a dielectric with $\epsilon_r=2.5$ to 4, has a radius of at most 3 to 4 nm. Its level spacing, about 0.5 meV or more, exceeds both $kT$ at 4 K (0.34 meV) and the riser width in energy (0.24 meV). The roughly 30 pW dissipated in it at 250 mV heats its electrons to about 10 K on a bulk electron--phonon estimate. The share is insensitive to such heating (0.52 at 10 K), but the detailed shape of the riser is that of the model only. At 300 K the fraction is 0.32 and the share is 0.103, practically a straight line, despite the resistance ratio of 1000.

The numerical check checks these formulas against a direct solution of the full rate matrix. It also reads the period off the conductance peaks for $C_1=2$ aF and $C_2=1$ aF: 80.1 mV $=e/C_1$ when junction 1 is the more resistive by a factor of 1000, and 160.2 mV $=e/C_2$ when junction 2 is.

\section*{Computed results}
\begin{verbatim}
h/e^2 = 25.81 kOhm
C1 = C2 = 1.0 aF
A: R1 = 1000.0 MOhm, R2 = 1.0 MOhm
B: R1 = R2 = 500.5 MOhm
period e/C = 160.22 mV
offset e/Cs = 80.11 mV
energy unit e^2/Cs = 80.11 meV
A: ideal jump e/(R1 Cs) = 80.11 pA
threshold 1: 80.11 mV; A: riser width 0.160 mV
threshold 2: 240.33 mV; A: riser width 0.481 mV
threshold 3: 400.54 mV; A: riser width 0.802 mV
T = 0 currents in pA: V (mV), A, A ideal limit, B
    70      0.00      0.00      0.00
    90     83.70     85.05     17.70
   160    119.81    120.05     95.84
   230    154.89    155.05    152.28
   250    241.28    245.16    170.47
   320    279.60    280.16    242.55
   390    314.83    315.16    310.21
   410    398.90    405.27    329.68
at 250 mV: x = y = 1.5604
A: p(-2..2) = 0.00000 0.00000 0.00009 0.04824 0.95167
A: edge bracket at 250 mV = 0.8942
B: p(-2..2) = 0.00495 0.25110 0.48790 0.25110 0.00495
B: edge bracket at 250 mV = 0.0093
B: dI/dV from V = e/C to 2e/C: min 0.750 nS, max 1.081 nS
share of gain in steepest tenth of period, threshold 2, C1 = C2:
  R1/R2 =    1: 0.117
  R1/R2 =    3: 0.135
  R1/R2 =   10: 0.207
  R1/R2 =   30: 0.323
  R1/R2 =  100: 0.446
  R1/R2 = 1000: 0.537
  ideal staircase: 0.550; straight line: 0.100
same share, R1/R2 = 30, C1 = C2, by threshold number:
  2: 0.323, 5: 0.196, 10: 0.139
same share, threshold 2, by C2/C1, for R1/R2 = 1 and 1000:
  C2/C1 = 0.01: 0.172, 0.979
  C2/C1 = 0.10: 0.156, 0.906
  C2/C1 = 0.30: 0.141, 0.780
  C2/C1 = 1.00: 0.117, 0.537
A at 4 K: kT/(e^2/Cs) = 0.0043, share 0.531
A at 300 K: kT/(e^2/Cs) = 0.3227, share 0.103
period from conductance peaks, C1 = 2 aF, C2 = 1 aF:
  R1/R2 = 1000: 80.1 mV (6 peaks), e/C1 = 80.11 mV
  R2/R1 = 1000: 160.2 mV (3 peaks), e/C2 = 160.22 mV
\end{verbatim}
